# The one-quarter rule for crack deflection at a matched interface

A crack has run straight through a layer, and its tip stands on a plane interface that it meets at right angles. It can go on into the material ahead or turn into the interface. Let the two materials be isotropic, linearly elastic and identical in their elastic constants, so that the interface differs from its surroundings in toughness alone. Let the new crack, on either path, have a length $a$ far smaller than the old crack and all other dimensions of the body. The new crack then sees the old one as semi-infinite, loaded through its stress intensity factor $K$, whose dimension is stress times the square root of length. For given tractions the stresses in this plane problem do not depend on the elastic constants. The stress intensity at the new tip must be linear in $K$, and since $a$ is the sole length left, no dimensionless group containing $a$ can be formed. Hence, for a kink at angle $\theta$ from the forward direction,

$$K_I^d+iK_{II}^d=K\,[F_I(\theta)+iF_{II}(\theta)],$$

with pure numbers $F_I$ and $F_{II}$ for opening and sliding. The energy released per unit new area is a stress intensity squared over a modulus. The ratio of its values on the two paths, $G_d$ (deflected) and $G_p$ (penetrating), is therefore also a pure number, $f(\theta)=G_d/G_p$, independent of load, modulus and $a$.

This number decides the competition. The interface opens when $G_d=\Gamma_i$, its toughness, and the material ahead when $G_p=\Gamma_f$. Plane strain is assumed, with $E'=E/(1-\nu^2)$, and it is shown below that $G_p=K^2/E'$. Under slowly rising load the interface opens at $K^2=E'\Gamma_i/f$ and the forward path at $K^2=E'\Gamma_f$. Deflection comes first if

$$\frac{\Gamma_i}{\Gamma_f}<f(90^\circ).$$

It remains to find $f$.

Put the old crack on $x<0$, $y=0$. For any analytic function $Z(z)$ of $z=x+iy$, the stresses

$$\sigma_{xx}=\mathrm{Re}Z-y\,\mathrm{Im}Z',\quad \sigma_{yy}=\mathrm{Re}Z+y\,\mathrm{Im}Z',\quad \sigma_{xy}=-y\,\mathrm{Re}Z'$$

are in equilibrium. In $\partial_x\sigma_{xx}+\partial_y\sigma_{xy}$ the terms $\mathrm{Re}Z'$ cancel, and so do $\mp y\,\mathrm{Im}Z''$, because $\partial_yZ'=iZ''$; the other equation works the same way. The sum $\sigma_{xx}+\sigma_{yy}=2\mathrm{Re}Z$ is harmonic, which is the compatibility condition. The choice $Z=K/\sqrt{2\pi z}$ is imaginary on the crack faces, so they carry no traction, and it gives $\sigma_{yy}=K/\sqrt{2\pi x}$ ahead, which defines $K$.

The tractions on a ray at angle $\theta$ follow from rotating the stress tensor:

$$\sigma_{\theta\theta}+i\sigma_{r\theta}=\tfrac12(\sigma_{xx}+\sigma_{yy})+\tfrac12e^{2i\theta}(\sigma_{yy}-\sigma_{xx}+2i\sigma_{xy}).$$

The last bracket equals $-2iyZ'$. With $y=r\sin\theta$ and $Z'=-Z/(2z)$,

$$\sigma_{\theta\theta}+i\sigma_{r\theta}=\frac{K}{\sqrt{2\pi r}}\Big[\cos\tfrac\theta2+\tfrac i2\sin\theta\,e^{i\theta/2}\Big].$$

Writing $\sin\theta=2\sin\frac\theta2\cos\frac\theta2$, the real part of the bracket is $\cos\frac\theta2(1-\sin^2\frac\theta2)$, so that

$$\sigma_{\theta\theta}=\frac{K\cos^3\frac\theta2}{\sqrt{2\pi r}},\qquad \sigma_{r\theta}=\frac{K\sin\frac\theta2\cos^2\frac\theta2}{\sqrt{2\pi r}}.$$

These tractions act on the prospective kink before it opens. Opening it removes them, which is equivalent to adding a problem in which the kink faces are pushed apart by the same tractions. For a straight extension this second problem has a closed solution. Let the crack occupy $x<a$, put $\zeta=z-a$, and let a pressure $p(s)$ act on both faces for $0<s<a$. Then

$$Z(\zeta)=\frac{1}{\pi\sqrt\zeta}\int_0^a\frac{p(s)\sqrt{a-s}}{\zeta+a-s}\,ds.$$

On the faces $\sqrt\zeta$ is imaginary, so $\mathrm{Re}Z$ vanishes except at the pole. On the upper face, near $\zeta=-(a-s)$, the factor in front is $1/(i\pi)$, and $1/(u+i0)$ contains $-i\pi\delta(u)$. The product is $-\delta(u)$, hence $\sigma_{yy}=-p$, as a pressure requires; the terms with $y$ vanish in the limit. At large $\zeta$, $Z$ falls as $\zeta^{-3/2}$, so no remote load has been added. The tip value follows from $K_{tip}=\lim\sqrt{2\pi\zeta}\,Z$:

$$K_{tip}=\sqrt{\frac2\pi}\int_0^a\frac{p(s)}{\sqrt{a-s}}\,ds.$$

Shear obeys the same rule. With $\sigma_{yy}=-y\mathrm{Re}Y'$, $\sigma_{xy}=\mathrm{Re}Y-y\mathrm{Im}Y'$ and $\sigma_{xx}=2\mathrm{Im}Y+y\mathrm{Re}Y'$, equilibrium and compatibility hold again, and on the crack line $\sigma_{xy}=\mathrm{Re}Y$ takes the place of $\sigma_{yy}=\mathrm{Re}Z$.

For a traction $p=k/\sqrt{2\pi s}$ the substitution $s=a\sin^2v$ gives

$$K_{tip}=\frac k\pi\int_0^a\frac{ds}{\sqrt{s(a-s)}}=\frac k\pi\int_0^{\pi/2}2\,dv=k.$$

The length has dropped out, as the dimensional argument demands. For $\theta=0$ this says that the extended straight crack keeps its $K$.

The approximation is now to use this straight-crack response for the kink as well. The tractions on the kink line are those of the true direction, but the change in the body's elastic response caused by the corner is neglected. Then

$$F_I\simeq\cos^3\tfrac\theta2,\qquad F_{II}\simeq\sin\tfrac\theta2\cos^2\tfrac\theta2.$$

To turn these into energy, the opening behind a tip is needed. With $\hat Z'=Z$ and shear modulus $\mu$, Hooke's law in plane strain is satisfied by $2\mu u_y=2(1-\nu)\mathrm{Im}\hat Z-y\mathrm{Re}Z$: its $y$ derivative, $(1-2\nu)\mathrm{Re}Z+y\,\mathrm{Im}Z'$, equals $\sigma_{yy}-\nu(\sigma_{xx}+\sigma_{yy})$. Since $E'=2\mu/(1-\nu)$, the opening at distance $\rho$ behind the tip, twice the upper-face displacement, is

$$\delta(\rho)=\frac4{E'}\mathrm{Im}\hat Z=\frac{8K}{E'}\sqrt{\frac{\rho}{2\pi}}.$$

When the crack advances by $\Delta$, the traction $K/\sqrt{2\pi s}$ falls linearly to zero while this opening develops. The energy released per unit area is

$$G=\frac1{2\Delta}\int_0^\Delta\frac{K}{\sqrt{2\pi s}}\frac{8K}{E'}\sqrt{\frac{\Delta-s}{2\pi}}\,ds=\frac{2K^2}{\pi E'\Delta}\cdot\frac{\pi\Delta}2=\frac{K^2}{E'}.$$

For sliding, $2\mu u_x=2(1-\nu)\mathrm{Im}\hat Y+y\mathrm{Re}Y$ gives the same jump. Opening does work against normal traction and sliding against shear, so there is no cross term and $G=(K_I^2+K_{II}^2)/E'$ for growth along the kink. The ratio becomes

$$f(\theta)\simeq\cos^6\tfrac\theta2+\sin^2\tfrac\theta2\cos^4\tfrac\theta2=\cos^4\tfrac\theta2.$$

At a right angle the two terms are $1/8$ each, and

$$\boxed{\frac{\Gamma_i}{\Gamma_f}<\cos^4 45^\circ=\frac14}$$

is the approximate deflection condition. Half of the released energy comes from opening and half from sliding, so $\Gamma_i$ must be the interface toughness at a mode mix near $45^\circ$; a value measured in pure opening may not apply. For small angles $f\simeq1-\theta^2/2$, and at $\theta=0$ the condition reduces to $\Gamma_i<\Gamma_f$, as it must when both paths coincide.

The neglected corner response can be computed. Represent the kink by a continuous row of dislocations, each with an image field that keeps the old crack free of traction. Write

$$\sigma_{yy}-i\sigma_{xy}=\Phi(z)+\Omega(\bar z)+(z-\bar z)\overline{\Phi'(z)},\qquad\sigma_{xx}+\sigma_{yy}=4\mathrm{Re}\Phi,$$

which contains the earlier opening form as $\Phi=\Omega=Z/2$ when $Z$ is real on the axis ahead of the crack, so that $Z(\bar z)=\overline{Z(z)}$. A dislocation of complex strength $A$ at a real point $w$ has $\Phi=\Omega=A/(z-w)$: the delta functions from the two sides of the axis cancel, so no point force acts. Shifting this field to a complex $w$ gives

$$\Phi_0=\frac A{z-w},\qquad\Omega_0=\frac A{z-\bar w}+\frac{\bar A(w-\bar w)}{(z-\bar w)^2}.$$

The image potential $F(z)$, added to both, must satisfy $F^++F^-=-(\Phi_0+\Omega_0)$ on the two sides of the old crack. The building block is

$$h(z,w)=-\frac1{2\sqrt z(\sqrt z+\sqrt w)}.$$

Setting $\sqrt z=\pm i\rho$ and adding gives $h^++h^-=1/(\rho^2+w)=-1/(z-w)$. Differentiation with respect to $w$ supplies the double pole, so

$$F=A[h(z,w)+h(z,\bar w)]+\bar A(w-\bar w)\,\partial_{\bar w}h(z,\bar w).$$

On the kink line itself the direct field of a dislocation at $s_0$ is the traction $2q/(s-s_0)$, with $q=\overline{Ae^{-i\theta}}$, as is seen by turning the axes onto the line. The density $q(s_0)$ follows from requiring that direct, image and applied tractions sum to zero for $0<s<a$. Near the tip $q=\kappa/\sqrt\rho$, and the traction at distance $r$ ahead is $\int_0^\infty2\kappa\,d\rho/[\sqrt\rho(r+\rho)]=2\pi\kappa/\sqrt r$, which yields the complex stress intensity $(2\pi)^{3/2}\kappa$.

The numerical solution at $90^\circ$ gives $F_I=0.372$ and $F_{II}=0.348$, where the approximation has $0.354$ for both. The ratio $G_d/G_p$ is $0.259$, so the value $1/4$ is about 4% low relative to the full kink solution. The phase angle is $43^\circ$ instead of $45^\circ$. At $30^\circ$ and $60^\circ$ the law gives $0.8705$ and $0.5625$ against computed values of $0.8709$ and $0.5662$, so over these three angles the corner matters more as the turn becomes sharper.

The energy offers a second road to the same number. Comparing the opening near the tip with $\kappa$ shows that the displacement jump is $(8\pi/E')\int_s^aq\,ds'$. Half the product of this jump and the removed traction, integrated over the kink, is the total energy released. Since $G$ does not vary with $a$, division by $a$ gives $G_d$. The result is again $0.2594\,K^2/E'$, although it uses the whole kink and not its tip alone. If the crack splits symmetrically into both directions of the interface, the computed ratio per tip is $0.261$. The difference from the single branch is below 1%, small beside the corrections for a finite starting length found below; both cases support a threshold near $0.26$.

Consider a silica-type glass film on silica glass, with rough typical constants $E=70$ GPa and $\nu=0.2$, hence $E'=72.9$ GPa. The film is $h=2\ \mu$m thick and carries a tensile stress $\sigma=250$ MPa; the glass below is unstressed. A crack cuts through the film and ends at the interface. Take $\Gamma_f=8$ J/m² and $\Gamma_i=1.5$ J/m² at the relevant mode mix. Their ratio is $0.1875$, below one quarter.

Cutting the film removes the traction $\sigma$ from faces of length $h$, just as for an edge crack in a uniformly stretched half-plane. The numerical solution of that problem gives

$$K=1.1215\,\sigma\sqrt{\pi h}=0.703\ \mathrm{MPa\,m^{1/2}}.$$

Then $G_p=K^2/E'=6.77$ J/m², below $\Gamma_f$, while the quarter rule gives $G_d=6.77/4=1.69$ J/m², above $\Gamma_i$. The interface opens and the glass ahead does not. Since both $G$ grow as $\sigma^2$, the stresses at which the paths open are

$$\sigma_d=250\sqrt{\frac{1.5}{1.694}}=235\ \mathrm{MPa},\qquad\sigma_p=250\sqrt{\frac{8}{6.774}}=272\ \mathrm{MPa}.$$

If the film stress is raised slowly and $\Gamma_f$ is held at 8 J/m², the quarter rule sends the crack forward first for any interface tougher than $8/4=2$ J/m².

The rule is a limit for $a/h\to0$, and a real starting crack has finite length. Two corrections grow as $\sqrt{a/h}$. The first comes from the stress $T$ parallel to the old crack, the next term in the near-tip field. At a right angle it acts as a normal traction on the kink. The straight-crack response would give $K_I=T\sqrt{8a/\pi}=1.60\,T\sqrt a$ and no sliding; the full kink solution gives $1.76\,T\sqrt a$ and $-0.20\,T\sqrt a$. For the edge crack $T=-0.526\,\sigma$, a compression that presses the interface together. The second correction acts on the forward path: the film stress ends at the interface, so the extension lacks the traction $\sigma$ that a uniformly stretched body would supply, and $K$ falls by $\sigma\sqrt{8a/\pi}$.

For $a=10$ nm, or $a/h=0.005$, the first correction lowers $G_d$ from $1.76$ to $1.62$ J/m², or 8%, and the second lowers $G_p$ from $6.77$ to $6.03$ J/m², or 11%. Their ratio becomes $0.268$, for equal starting lengths on the two paths. These figures keep the $\sqrt{a/h}$ terms only; the omitted terms of order $a/h$ raise $G_d$ to about $1.63$ J/m², $G_p$ to about $6.06$ J/m² and the ratio to about $0.269$, so the third digit is not secure. At this length the ratio moves little because the two changes largely cancel. The cancellation is partial, and the ratio rises with $a$, to about $0.30$ at $a/h=0.05$. The verdict does not depend on this: with only one of the changes the threshold would be $0.239$ or $0.292$, both above $0.1875$. Each change separately exceeds the error of the quarter rule.

Deflection in this sense is the start of interface growth, not the peeling of the film. Once the debond is much longer than $h$, each new unit of area frees the energy stored in the film by the stress across the crack,

$$G=\frac{\sigma^2h}{2E'}=\frac{(250\ \mathrm{MPa})^2\times2\ \mu\mathrm m}{2\times72.9\ \mathrm{GPa}}=0.86\ \mathrm{J/m^2},$$

which is less than $\Gamma_i$. This limit is approached slowly (a one-sided debond still has about $1.0$ J/m² at five film thicknesses), and its mode mix is near $52^\circ$, where $\Gamma_i$ may differ from its value at $45^\circ$. With $\Gamma_i$ held fixed, $G_d$ falls below it after only some tens of nanometres of growth at 250 MPa, so in this model the deflected crack starts and then stops long before it becomes a long debond.

The linear elastic picture also needs a fracture zone shorter than $a$. If a constant cohesive stress $\sigma_c$ acts over a length $\ell$ behind the tip and cancels the singularity, the formula for $K_{tip}$ gives $\sigma_c\sqrt{8\ell/\pi}=K$. With $K^2=E'\Gamma$ at growth,

$$\ell=\frac{\pi E'\Gamma}{8\sigma_c^2}.$$

For a rough $\sigma_c=10$ GPa, assumed equal on both paths, this is $2.3$ nm on the forward path and $0.4$ nm on the interface. The first is nearly a quarter of the chosen $a$, so a 10 nm start is near the lower end of what the theory can describe, and the second is of atomic size, where a continuum zone is a rough measure at best. An interface with a lower cohesive stress has a longer zone: at $3$ GPa and the same $\Gamma_i$ it would be about $5$ nm, half of the chosen $a$.

Beside real films, the modulus and forward toughness are of the usual size for silica glass, while the interface toughness depends strongly on preparation and is here a chosen value. The tension of 250 MPa is likewise a chosen value; a film in compression would not open such a crack. The cut through the film is taken as given. A long cut growing sideways along the film releases the mean of $K^2/E'$ over the depth; since $K^2$ grows in proportion to depth, this is half of $6.77$, or about $3.4$ J/m². That is less than the 8 J/m² of the glass below, so the film must be weaker than that glass or have been cut by other means. Moisture lets cracks in silica grow slowly below the toughness used here; if it weakens the two paths unequally, the ratio $\Gamma_i/\Gamma_f$ shifts in proportion. A porous film breaks the assumption of equal elastic constants. The stress at the tip then no longer varies as $r^{-1/2}$, both release rates vary as the same power of $a$, and their ratio depends on the ratio of the starting lengths assumed for the two paths (for equal lengths it is again independent of $a$, but its value changes with the mismatch); that shift is not computed here. As a design rule, one quarter therefore applies to matched materials, starting cracks far shorter than the layer is thick (here $a/h=0.005$, with corrections that increase for longer ones), and an interface toughness taken near $45^\circ$. A change of 11% in one release rate alone, the larger of the two found in this example, moves the threshold of $0.26$ to about $0.23$ or $0.29$; for toughness ratios in between, such corrections can decide the outcome. The main computed values are collected in the numerical output.

## Numbers as computed

```
Kink angle (deg): G_d/G_p from cos^4 law, from full solution
   30: 0.8705, 0.8709
   60: 0.5625, 0.5662
   90: 0.2500, 0.2594
90 deg, law: K_I/K = 0.3536, K_II/K = 0.3536
90 deg, full: K_I/K = 0.3719, K_II/K = 0.3481
90 deg, full: phase angle = 43.1 deg
90 deg, G_d/G_p from released work = 0.2594
90 deg, law relative to full solution = -3.6 %
Two branches at +-90 deg: G_d/G_p per tip = 0.2613
Two branches: same from released work = 0.2613
Edge crack: K/(stress*sqrt(pi*h)) = 1.1215
Edge crack: T/stress = -0.526
Young modulus = 70 GPa, Poisson ratio = 0.20
Plane-strain modulus = 72.92 GPa
Film thickness = 2.0 um, film stress = 250 MPa
Forward toughness = 8.00 J/m2
Interface toughness = 1.50 J/m2
Toughness ratio = 0.1875
K of main crack = 0.7028 MPa m^0.5
G_p = 6.774 J/m2, G_d (1/4 law) = 1.694 J/m2
G_d (full kink solution) = 1.758 J/m2
G_d per tip (two branches) = 1.770 J/m2
Film stress for deflection (1/4 law) = 235.3 MPa
Film stress for penetration = 271.7 MPa
Largest interface toughness for deflection = 2.00 J/m2
Starting length = 10 nm, a/h = 0.0050
Kink K_I/(T*sqrt(a)) = 1.763, K_II/(T*sqrt(a)) = -0.200
G_d with T stress = 1.617 J/m2 (-8.0 %)
G_p with film stress ending at interface = 6.027 J/m2 (-11.0 %)
G_d/G_p with both effects = 0.2682
Cohesive strength (rough) = 10 GPa
Fracture zone, forward = 2.29 nm
Fracture zone, interface = 0.43 nm
```
